# Michelson contrast of a coherently imaged equal line-space grating

## Question

I am working on an exercise about aerial images in projection lithography. A binary mask has equally wide opaque lines and clear spaces. It is illuminated coherently, and the lens collects only the diffraction orders $0$, $+1$ and $-1$. I am asked for the in-focus intensity and then for a proof that its Michelson contrast

$$
C=\frac{I_{\max}-I_{\min}}{I_{\max}+I_{\min}}
$$

is below one.

My reasoning was that the zero order and the first orders have different amplitudes, so they cannot cancel completely. I took the maximum at the centre of a space and the minimum at the centre of a line, and I got about $0.97$. When I plot the intensity, however, the line centre is not the darkest place: there is a small bump there, with a dip on each side. How deep are the dips, and how do I complete the proof?

## Answer

The proof cannot be completed, because the statement is false. The dips go down to zero intensity, and the Michelson contrast of this ideal image is one. Your $0.97$ is a correct comparison of two particular points, but one of them is not the minimum. The derivation below also shows several changes to the mask or the imaging that do bring the contrast below one.

### Which orders form the image

Let $p$ be the period measured in the image, and put $x=0$ at the centre of a clear space. The mask is treated as thin: its amplitude transmission is $t(x)=1$ for $|x|<p/4$ and $t(x)=0$ in the rest of the period. One plane wave of wavelength $\lambda$ illuminates it along the optical axis.

A periodic transmission is a sum of terms $a_n e^{2\pi i n x/p}$. In air, a plane wave at angle $\alpha_n$ to the axis has transverse wave number $(2\pi/\lambda)\sin\alpha_n$. Equating this to $2\pi n/p$ gives

$$
\sin\alpha_n=\frac{n\lambda}{p}.
$$

An order passes the pupil if $|\sin\alpha_n|\le \mathrm{NA}$, where NA is the image-side numerical aperture.

The amplitudes follow from integration over the clear opening. For $n\neq0$,

$$
a_n=\frac1p\int_{-p/4}^{p/4}e^{-2\pi i n x/p}\,dx
=\frac{e^{-i\pi n/2}-e^{i\pi n/2}}{-2\pi i n}
=\frac{\sin(\pi n/2)}{\pi n}.
$$

For $n=0$ the integrand is one and the opening has width $p/2$. Hence

$$
a_0=\frac12,\qquad a_{+1}=a_{-1}=\frac1\pi,\qquad a_{\pm2}=0 .
$$

The second orders vanish because $\sin\pi=0$. The three-order image therefore requires

$$
\frac{\lambda}{p}\le \mathrm{NA}<\frac{3\lambda}{p}.
$$

As an example I take the round values $\lambda=200$ nm, $p=400$ nm and $\mathrm{NA}=0.70$. The first orders have $\sin\alpha_1=200/400=0.500$ and pass. The third orders would need a sine of $1.500$ on the image side, which is impossible in air, so they cannot contribute to the image. These angles belong to the image side: with a reduction lens the period at the mask is larger and the angles there are smaller, so the third orders may leave the mask as propagating waves, but the pupil stops them.

### Field and intensity

I assume that the electric field is parallel to the lines. All three waves then have the same field direction, and their amplitudes add as scalars. The pupil is free of aberrations and transmits the three orders with equal weight. Equal weight is exact for unit magnification. An energy-conserving reduction lens multiplies each first-order amplitude by $\sqrt{\cos\alpha_{\text{mask}}/\cos\alpha_1}$, which is $1.070$ for $4\times$ reduction in the example. The zeros and the full contrast found below survive this, but the numbers shift: the maximum intensity becomes $1.396$, the zeros lie $47.6$ nm from the line centre, the threshold clear fraction becomes $0.628$ and the normalized log-slope $8.56$. In focus they keep the relative phases they had at the mask. With $\theta=2\pi x/p$,

$$
E=a_0+a_1e^{i\theta}+a_1e^{-i\theta}
=a_0+2a_1\cos\theta
=\frac12+\frac2\pi\cos\theta .
$$

The factor $2$ comes from the two first orders. A fully clear mask would give $E=1$, so $I=|E|^2$ is the intensity relative to the clear field. Since $E$ is real,

$$
I=E^2=\frac14+2\cdot\frac12\cdot\frac2\pi\cos\theta+\frac4{\pi^2}\cos^2\theta .
$$

Substituting $\cos^2\theta=(1+\cos2\theta)/2$ gives the requested intensity:

$$
I(x)=\frac14+\frac2{\pi^2}+\frac2\pi\cos\frac{2\pi x}{p}+\frac2{\pi^2}\cos\frac{4\pi x}{p}.
$$

The numerical coefficients are $0.45264$ for the mean, $0.63662$ for the first harmonic and $0.20264$ for the second. The second harmonic is present although no second order passed the lens: it is the interference of order $+1$ with order $-1$, whose transverse wave numbers differ by $2\cdot2\pi/p$.

The mean has a simple check. Without a pupil, the mean intensity would equal the clear fraction, $0.5$. The image has $0.45264$, and the missing $0.04736$ belongs to the blocked higher orders.

### Where the intensity is smallest

Differentiate $I=E^2$ before expanding it:

$$
\frac{dI}{d\theta}=2E\frac{dE}{d\theta}
=2E\left(-\frac2\pi\sin\theta\right)
=-\frac4\pi E\sin\theta .
$$

Stationary points occur where $\sin\theta=0$, which gives the space centre and the line centre, and also where $E=0$. The last possibility is the one your calculation left out.

It is realized here. As $\cos\theta$ runs from $1$ to $-1$, the field runs continuously from

$$
\frac12+\frac2\pi=1.13662
\qquad\text{to}\qquad
\frac12-\frac2\pi=-0.13662 .
$$

The field changes sign, so it must pass through zero. Setting $E=0$ gives

$$
\cos\theta=-\frac{1/2}{2/\pi}=-\frac\pi4 ,
$$

which has real solutions because $\pi/4<1$. Write $\theta=\pi\pm\delta$. Then $\cos\theta=-\cos\delta$, so $\delta=\arccos(\pi/4)$. The distance of each zero from the line centre is

$$
s=\frac{p}{2\pi}\arccos\frac\pi4 .
$$

For $p=400$ nm this is $s=42.49$ nm. The line centre is at $x=200$ nm, so the zeros are at

$$
x=200-42.49=157.51\ \text{nm},\qquad
x=200+42.49=242.49\ \text{nm}.
$$

The line extends from $100$ to $300$ nm, and both zeros lie inside it. They are the two dips in your plot.

An intensity cannot be negative, so these zeros are global minima and $I_{\min}=0$. The largest value of $|E|$ is $1.13662$, at the space centre, so

$$
I_{\max}=\left(\frac12+\frac2\pi\right)^2=1.29190 .
$$

Therefore

$$
C=\frac{I_{\max}-0}{I_{\max}+0}=1 .
$$

The maximum exceeds the clear-field value of one. This does not violate energy conservation, because the excess is local and the mean over a period is only $0.45264$.

### What the bump is

At the line centre, $\theta=\pi$, the intensity is $(-0.13662)^2=0.01866$. To classify this point, take the second derivative:

$$
\frac{d^2I}{d\theta^2}=2\left(\frac{dE}{d\theta}\right)^2+2E\frac{d^2E}{d\theta^2}.
$$

At $\theta=\pi$ the first term vanishes because $\sin\pi=0$. In the second term, $d^2E/d\theta^2=-(2/\pi)\cos\pi=+2/\pi$, while $E$ is negative. The result is negative, so the line centre is a local maximum. The first orders there do more than cancel the zero order: they overshoot it and leave a weak field of opposite sign.

Your number follows from the two centre values. With $A=1/2+2/\pi$ and $B=1/2-2/\pi$,

$$
A^2-B^2=(A-B)(A+B)=\frac4\pi\cdot1,\qquad
A^2+B^2=\frac12+\frac8{\pi^2}.
$$

Dividing, and multiplying numerator and denominator by $2\pi^2$, gives

$$
\frac{A^2-B^2}{A^2+B^2}=\frac{8\pi}{\pi^2+16}.
$$

Numerically,

$$
\frac{1.29190-0.01866}{1.29190+0.01866}=\frac{1.27324}{1.31056}=0.9715 .
$$

This is a centre-to-centre contrast. It becomes the Michelson contrast only if the line centre is the darkest point.

Another tempting shortcut is to divide the first harmonic by the mean. That gives $0.63662/0.45264=1.406$, which cannot be a Michelson contrast because it exceeds one. The shortcut is valid for an intensity of the form $m+b\cos\theta$, and this image has a second harmonic as well.

### Why unequal amplitudes can cancel

Your argument is right for two beams. Suppose order $-1$ were blocked. Then

$$
|a_0+a_1e^{i\theta}|^2=a_0^2+a_1^2+2a_0a_1\cos\theta,
\qquad
C_{\text{two}}=\frac{2a_0a_1}{a_0^2+a_1^2}.
$$

With $a_0=0.5$ and $a_1=0.31831$ this is $0.31831/0.35132=0.906$. It is below one because the amplitudes differ.

With three beams, the zero order is opposed by the sum of the two first orders. That sum is $2a_1\cos\theta$, and it takes every value between $-0.63662$ and $+0.63662$. Somewhere it equals $-0.5$, and there the cancellation is complete. The relevant condition is $2a_1\ge a_0$, not $a_1=a_0$.

### When a different mask gives contrast below one

Let the clear space occupy a fraction $d$ of the period, with $0<d<1$. Integration from $-dp/2$ to $dp/2$ gives

$$
a_0=d,\qquad a_{\pm1}=\frac{\sin(\pi d)}{\pi}.
$$

The second orders no longer vanish in general, so the aperture must now exclude them: $\lambda/p\le\mathrm{NA}<2\lambda/p$. The example satisfies this, since $0.70<1.0$.

The field is again $a_0+2a_1\cos\theta$, with $a_1>0$. It has a zero if and only if $2a_1\ge a_0$, or

$$
\frac{\sin(\pi d)}{\pi d}\ge\frac12 .
$$

To see that this gives a single threshold, set $u=\pi d$. The derivative of $\sin u/u$ is $(u\cos u-\sin u)/u^2$. Its numerator is zero at $u=0$ and has derivative $-u\sin u<0$ for $0<u<\pi$, so it is negative there. The ratio thus decreases steadily from one to zero, and it crosses $1/2$ once, at $d=0.60335$. Equal lines and spaces, $d=0.5$, lie on the side where the zeros exist.

Above the threshold the field is positive everywhere, and the line centre really is the minimum. Then $I_{\max}=(a_0+2a_1)^2$ and $I_{\min}=(a_0-2a_1)^2$. Their difference is $8a_0a_1$ and their sum is $2(a_0^2+4a_1^2)$, so

$$
C=\frac{4a_0a_1}{a_0^2+4a_1^2}<1 .
$$

The inequality holds because the denominator minus the numerator is $(a_0-2a_1)^2>0$. This is the proof you were looking for, applied to a mask for which it is valid.

For $d=0.70$, the amplitudes are $a_0=0.70000$ and $a_1=0.25752$. The field at the line centre is $0.70000-2(0.25752)=0.18496$, which is positive. The extreme intensities are $1.47631$ and $0.03421$, and

$$
C=\frac{1.47631-0.03421}{1.47631+0.03421}=0.9547 .
$$

The two limits are instructive. For $d\to1$, $\sin(\pi d)=\sin[\pi(1-d)]\approx\pi(1-d)$, so $a_1\approx1-d$ and $C\approx4(1-d)$: very narrow opaque lines hardly modulate the image. For $d\to0$, $a_1\approx a_0=d$ and $E\approx d(1+2\cos\theta)$. The contrast is one, but the peak intensity is only about $9d^2$. Full contrast therefore does not imply a bright image.

### When the imaging conditions remove the zeros

Return to equal lines and spaces. The result $C=1$ was derived for the ideal conditions stated above, and three departures can be worked out briefly. The list is not complete. Real scanners use an extended source. In the scalar in-focus model, a disc source of radius $\sigma\,\mathrm{NA}$ leaves the image unchanged only while every source point still sends all three orders through the pupil, $\sigma\le1-\lambda/(p\,\mathrm{NA})=0.286$ in the example. Beyond that, some source points form two-beam images without zeros, and the contrast falls below one.

**Defocus.** At a distance $z$ from focus, the zero order has phase $2\pi z/\lambda$, and both first orders have phase $(2\pi z/\lambda)\cos\alpha_1$. Their relative phase is

$$
\varphi=\frac{2\pi z}{\lambda}\left(\sqrt{1-\frac{\lambda^2}{p^2}}-1\right).
$$

The field is $a_0+2a_1e^{i\varphi}\cos\theta$, up to a common phase. Its squared modulus can be arranged as

$$
I=a_0^2+4a_0a_1\cos\varphi\cos\theta+4a_1^2\cos^2\theta
=(a_0\cos\varphi+2a_1\cos\theta)^2+a_0^2\sin^2\varphi .
$$

Because $2a_1>a_0$, the first square can be made zero for any $\varphi$. The minimum is therefore $a_0^2\sin^2\varphi=\tfrac14\sin^2\varphi$. It is positive, and the contrast is below one, unless $\sin\varphi=0$. Full contrast is thus found in focus and at the isolated distances where $\sin\varphi=0$ again, but not at a general defocus.

**Field in the plane of incidence.** If the electric field is perpendicular to the lines, the first-order fields are tilted by $\pm\alpha_1$. Adding their components gives

$$
E_x=a_0+2a_1\cos\alpha_1\cos\theta,\qquad
E_z=-2ia_1\sin\alpha_1\sin\theta .
$$

Both must vanish for $|E_x|^2+|E_z|^2$ to be zero. The second requires $\sin\theta=0$, and the first then requires $2a_1\cos\alpha_1=a_0$. In the example $\cos\alpha_1=\sqrt{1-0.5^2}=0.866$, so the left side is $0.551$ and the right side is $0.5$. There is no zero, and the contrast is below one.

**Uniform stray light.** An incoherent background $b>0$ adds to both extrema. It cancels in their difference but not in their sum, so $C=I_{\max}/(I_{\max}+2b)<1$.

### What the contrast does not tell you

The position of a printed edge depends on the intensity near the mask edge, not at the zeros. At $x=p/4$, $\cos\theta=0$, so only the zero order contributes to the field: $E=1/2$ and $I=0.25$. The slope of the field is

$$
\frac{dE}{dx}=-\frac2\pi\cdot\frac{2\pi}{p}\sin\theta=-\frac4p\sin\theta,
$$

which equals $-4/p$ at this edge. Since $\ln I=2\ln|E|$,

$$
\left|\frac{d\ln I}{dx}\right|_{p/4}
=\frac{2}{E}\left|\frac{dE}{dx}\right|
=\frac{2}{1/2}\cdot\frac4p=\frac{16}{p}.
$$

For $p=400$ nm this is $0.040$ per nm. Multiplied by the line width of $200$ nm, it gives a normalized log-slope of $8$. A small relative change $\epsilon$ in dose therefore moves the edge by about $\epsilon p/16$; for one per cent, that is $0.01/0.040=0.25$ nm.

This estimate uses a simple threshold model, in which resist is exposed wherever the intensity exceeds a fixed level. With the level at $0.25$, the edges print at their nominal positions. The bump at the line centre, $0.01866$, is then about $13$ times below the level and leaves no mark in this model.

The numerical output below includes a check of the in-focus profile by Fourier filtering of a sampled mask. It agrees with the closed formula to within $1.4\times10^{-7}$ of the clear-field intensity. The results for defocus, the other polarization and stray light rest on the algebra given here.

## Numbers as computed

```
wavelength: 200 nm
period: 400 nm
numerical aperture: 0.70
sine of first-order angle: 0.500
sine limit for third order, 3*lambda/p: 1.500
order 0 amplitude: 0.500000
order +1 amplitude: 0.318310
order -1 amplitude: 0.318310
mean intensity: 0.45264 (clear field = 1)
coefficient of cos(t): 0.63662
coefficient of cos(2t): 0.20264
largest profile deviation from formula: 1.4e-07
field at space centre: 1.13662
field at line centre: -0.13662
intensity at space centre (maximum): 1.29190
intensity at x = 50 nm: 0.90280
intensity at nominal edge x = 100 nm: 0.25000
intensity at line centre: 0.01866
minimum intensity below 1e-12: True
zeros per period: 2
distance of zeros from line centre: 42.49 nm
first zero position x: 157.51 nm
second zero position x: 242.49 nm
Michelson contrast: 1.000000
centre-to-centre contrast: 0.97152
log-slope at edge: 0.04000 per nm
normalized log-slope (times line width): 8.000
threshold clear fraction: 0.60335
wide-space example, clear fraction: 0.70
wide-space order 0 amplitude: 0.70000
wide-space order 1 amplitude: 0.25752
wide-space maximum intensity: 1.47631
wide-space minimum intensity: 0.03421
wide-space Michelson contrast: 0.95470
```
